# Magnetic quadrupole decay of nsnp 3P2 through the electron spins, part 2

We seek the rate $A$ at which each state $M$ of nsnp $^3P_2$ decays to $ns^2\,{}^1S_0$ by emitting one photon. At 2.5 eV the model rate is $1.38\times10^{-4}\ \mathrm{s^{-1}}$, against $7.70\times10^{7}\ \mathrm{s^{-1}}$ for the singlet $^1P_1$. Two questions were posed: how a triplet reaches a singlet without admixture, and what fixes the ratio $1.80\times10^{-12}$. The first is answered: spin coupling to a magnetic field gradient can change the total spin.

The lower level has both electrons in the $ns$ orbital $g$. The upper has one in the $ns$ orbital $u$ and one in an $np$ orbital $p$ (real forms $p_c$, $c=x,y,z$). With real, normalized radial functions $P_g,P_u,P_p$,

$$O=\int_0^\infty P_g P_u\,dr,\qquad R=\int_0^\infty P_g\,r\,P_p\,dr .$$

Spins $\mathbf s_i$ and orbital angular momenta $\mathbf l_i$ are in units of $\hbar$. The electron has charge $-e$ and spin moment $-g_s\mu_B\mathbf s$, with $\mu_B=e\hbar/2m_e$; $k=\omega/c$. Levels are in pure LS coupling, and the wavelength is long compared with the atom. The coupling to the vector potential $\mathbf A$ and magnetic field $\mathbf B$ is

$$V=\sum_i\left[\frac{e}{m_e}\mathbf A(\mathbf r_i)\cdot\mathbf p_i+g_s\mu_B\,\mathbf s_i\cdot\mathbf B(\mathbf r_i)\right].\tag{1}$$

Its first term gives no $^3P_2\to{}^1S_0$ transition. The spin part of the magnetic quadrupole (M2) operator is

$$\mathcal M_{2q}=-g_s\mu_B\sum_i\mathbf s_i\cdot\nabla_i\left(r_i^2C_{2q}(\hat{\mathbf r}_i)\right),\tag{2}$$

$$r^2C_{20}=\tfrac12(3z^2-r^2),\quad r^2C_{2,\pm1}=\mp\sqrt{\tfrac32}\,z(x\pm iy),\quad r^2C_{2,\pm2}=\sqrt{\tfrac38}\,(x\pm iy)^2 .$$

The line strength $\mathcal S$ sums $|\langle{}^1S_0|\mathcal M_{2q}|{}^3P_2M\rangle|^2$ over $q$ and $M$. The theorem still to be proved states

$$\mathcal S=5g_s^2\mu_B^2\,O^2R^2,\qquad A=\frac{\mu_0g_s^2\mu_B^2k^5}{60\pi\hbar}\,O^2R^2 .\tag{3}$$

The amplitude involves

$$T_{ab}=\langle{}^1S_0|\sum_i s_{ia}r_{ib}|{}^3P_2M\rangle .\tag{6}$$

For $M=2$, with $\mathbf e=(1,i,0)$, it is symmetric and traceless:

$$T_{ab}=-\frac{OR}{2\sqrt6}\,e_ae_b,\qquad \sum_{ab}|T_{ab}|^2=\frac{O^2R^2}{6}.\tag{7}$$

For photon direction $\mathbf n$, real polarization $\boldsymbol\epsilon$, $\mathbf b=\mathbf n\times\boldsymbol\epsilon$ and box volume $\mathcal V$,

$$|V_{fi}|^2=g_s^2\mu_B^2k^4\,\frac{\hbar}{2\varepsilon_0\omega\mathcal V}\left|\sum_{ab}b_an_bT_{ab}\right|^2.\tag{8}$$

Lemma 1: spin-orbit coupling within nsnp leaves $^3P_2$ a pure triplet. Its model Hamiltonian is

$$H=-\frac{\Delta}{2}\mathbf S^2+\lambda\sum_i\mathbf l_i\cdot\mathbf s_i,\qquad \mathbf S=\mathbf s_1+\mathbf s_2 .$$

With $\Delta=1$ eV and $\lambda=0.1$ eV, the lower $J=1$ level has singlet weight $w=0.0045$.

### Lemma 5: all five upper states have the same sum of squares

*Statement.* For every $M$ the tensor $T^{(M)}$ is symmetric and traceless, with $\sum_{ab}|T^{(M)}_{ab}|^2=O^2R^2/6$.

*Proof.* Let $\mathbf J$ be the total angular momentum. The lower state has $J=0$, so $\langle{}^1S_0|J_c=0$. Write $Q_{ab}=\sum_is_{ia}r_{ib}$. Then

$$\langle{}^1S_0|Q_{ab}J_c|2M\rangle=\langle{}^1S_0|[Q_{ab},J_c]|2M\rangle .$$

Both $\mathbf s_i$ and $\mathbf r_i$ are vectors, and a vector obeys $[v_a,J_c]=i\varepsilon_{acd}v_d$. Acting with $J_c$ on the upper state therefore has the same effect as acting on the tensor with

$$(\mathcal J_cT)_{ab}=i\varepsilon_{acd}T_{db}+i\varepsilon_{bcd}T_{ad}.$$

The matrices $i\varepsilon_{acd}=-i\varepsilon_{cad}$ are the Hermitian angular momentum matrices of a vector, and $\mathcal J_c$ is their sum over the two indices. The tensor $T^{(M)}$ therefore inherits the eigenvalues $\mathcal J^2=6$ and $\mathcal J_z=M$. The lowering operators $J_-=J_x-iJ_y$ and $\mathcal J_-=\mathcal J_x-i\mathcal J_y$ give

$$T^{(M-1)}=\frac{\mathcal J_-T^{(M)}}{\sqrt{6-M(M-1)}} .$$

The squared norm of the numerator is the mean value of $\mathcal J_+\mathcal J_-=\mathcal J^2-\mathcal J_z^2+\mathcal J_z$, which is $6-M^2+M$ times the squared norm of $T^{(M)}$. This cancels the denominator, so the norm stays the same from $M=2$ down to $M=-2$. The operator $\mathcal J_c$ treats both indices alike, and so preserves symmetry. The trace of $\mathcal J_cT$ is a contraction of the antisymmetric $\varepsilon$ with a symmetric $T$, and vanishes. $\square$

### Proof of the line strength

Write each function in the M2 operator as a quadratic form, $r^2C_{2q}=\sum_{ab}Q^{q}_{ab}r_ar_b$, with a symmetric traceless matrix $Q^{q}$. Its gradient is

$$\nabla_a(r^2C_{2q})=2\sum_bQ^{q}_{ab}r_b ,$$

where the factor 2 comes from differentiating either of the two coordinates. The matrix element of the M2 operator is then

$$\langle{}^1S_0|\mathcal M_{2q}|{}^3P_2M\rangle=-2g_s\mu_B\sum_{ab}Q^{q}_{ab}T^{(M)}_{ab}.$$

The matrices have equal norms. For $q=0$ the matrix is diagonal with entries $-\tfrac12,-\tfrac12,1$, and the squares add to $\tfrac32$. For $q=\pm2$ it is $\sqrt{3/8}\,v_av_b$ with $\mathbf v=(1,\pm i,0)$, and the squares add to $\tfrac38\times2\times2=\tfrac32$. For $q=\pm1$ it is $\mp\sqrt{3/2}\,(v_az_b+z_av_b)/2$ with $\mathbf z$ the unit vector along $z$. The bracket has squared norm 4, and the result is $\tfrac32\times4/4=\tfrac32$.

Matrices with different $q$ are orthogonal, because they belong to different eigenvalues of $\mathcal J_z$. The space of symmetric traceless three-by-three matrices has five dimensions, so the five $Q^{q}$ span it. Complex conjugation exchanges $q$ and $-q$ up to a sign, and so leaves the whole set unchanged. Expansion of $T$ in this basis gives

$$\sum_q\left|\sum_{ab}Q^{q}_{ab}T_{ab}\right|^2=\frac32\sum_{ab}|T_{ab}|^2 .$$

For each $M$ the squared M2 elements therefore add to

$$4g_s^2\mu_B^2\times\frac32\times\frac{O^2R^2}{6}=g_s^2\mu_B^2O^2R^2 .$$

Summation over the five values of $M$ yields $\mathcal S=5g_s^2\mu_B^2O^2R^2$. $\square$

### Proof of the rate

For each polarization, the number of photon states per unit energy and solid angle is $\mathcal Vk^2/[(2\pi)^3\hbar c]$. The golden rule, with (8) and $\omega=ck$, gives

$$A=\frac{2\pi}{\hbar}\,\frac{k^2}{(2\pi)^3\hbar c}\,\frac{\hbar}{2\varepsilon_0ck}\,g_s^2\mu_B^2k^4\,I=\frac{\mu_0g_s^2\mu_B^2k^5}{8\pi^2\hbar}\,I ,\tag{9}$$

where the volume has cancelled, $\mu_0=1/\varepsilon_0c^2$ was used, and

$$I=\int d\Omega\sum_{\boldsymbol\epsilon}\left|\sum_{ab}b_an_bT_{ab}\right|^2 .$$

For two perpendicular linear polarizations the vectors $\mathbf b$ are two perpendicular unit vectors normal to $\mathbf n$. With $(Tn)_a=\sum_bT_{ab}n_b$, the sum over polarizations is the squared length of $Tn$ minus the part along $\mathbf n$:

$$\sum_{\boldsymbol\epsilon}|\mathbf b\cdot Tn|^2=|Tn|^2-|\mathbf n\cdot Tn|^2 .$$

The averages over direction are

$$\overline{n_bn_d}=\frac{\delta_{bd}}3,\qquad \overline{n_an_bn_cn_d}=\frac{\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc}}{15}.$$

The first gives $\tfrac13\sum|T_{ab}|^2$ for $|Tn|^2$. In the second, the first product yields the squared trace, which is zero, and the other two are equal for symmetric $T$. They give $\tfrac2{15}\sum|T_{ab}|^2$. Hence

$$I=4\pi\left(\frac13-\frac2{15}\right)\frac{O^2R^2}{6}=\frac{4\pi}{5}\,\frac{O^2R^2}{6}=\frac{2\pi}{15}O^2R^2 .$$

Insertion in (9) gives

$$A=\frac{\mu_0g_s^2\mu_B^2k^5}{60\pi\hbar}\,O^2R^2=\frac{\mu_0k^5}{300\pi\hbar}\,\mathcal S ,\tag{10}$$

which completes the proof of the theorem. $\square$

### Remark: the stretched state as a special case

For $M=2$ the angular distribution can be written directly. With $T_{ab}=\tau e_ae_b$ and $\theta$ the angle between $\mathbf n$ and the $z$ axis, $|\mathbf e\cdot\mathbf n|^2=\sin^2\theta$. The polarization sum becomes

$$|\tau|^2(2\sin^2\theta-\sin^4\theta)=|\tau|^2(1-\cos^4\theta).$$

Its integral is $4\pi(1-\tfrac15)|\tau|^2=\tfrac{16\pi}5|\tau|^2$. Since $|\tau|^2=O^2R^2/24$, this equals $2\pi O^2R^2/15$, the value of $I$ found above. No light leaves along the axis. A photon moving along $z$ carries one unit of angular momentum about $z$, up or down, whereas the atom has to give up two.

### Remark: the two other triplet levels

The same tensor shows why $J=2$ is special. For $^3P_0$ it must be a scalar, $T_{ab}\propto\delta_{ab}$, and the amplitude contains $\mathbf b\cdot\mathbf n=0$. For $^3P_1$ it is antisymmetric, and the spin coupling gives a small dipole amplitude. In addition, the singlet component found in Lemma 1 opens the ordinary electric dipole route. With the weight to three figures, 0.00447, and the singlet rate quoted at the start, that route alone would give about $3.4\times10^5\ \mathrm{s^{-1}}$ at the same photon energy.

### Corollary: comparison with the allowed line

The $^1P_1$ state has the space function $(up_c+p_cu)/\sqrt2$. Each electron contributes $O\langle g|r_a|p_c\rangle/\sqrt2$ to the dipole element. The two contributions add, and with $\langle g|r_a|p_c\rangle=R\delta_{ac}/\sqrt3$ they give

$$\langle{}^1S_0|r_{1a}+r_{2a}|{}^1P_1c\rangle=\sqrt{\frac23}\,OR\,\delta_{ac}.$$

Summed over $a$ and $c$, the electric dipole (E1) strength is $\mathcal S_{E1}=2e^2O^2R^2$.

For the rate, the first term of (1) is rewritten with $\mathbf A$ taken as uniform. If $H_0$ is the atomic Hamiltonian with local potentials, then $\mathbf p_i=(im_e/\hbar)[H_0,\mathbf r_i]$. Between eigenstates of $H_0$ whose energies differ by $\hbar\omega$ this gives $\langle f|\sum_i\mathbf p_i|i\rangle=-im_e\omega\langle f|\sum_i\mathbf r_i|i\rangle$. The coupling is then equivalent to $e\,\mathbf r\cdot\mathbf E$, with a field amplitude $\omega$ times that of the vector potential. This length form is used from here on. The model orbitals of the example are not eigenstates of such an $H_0$ with a 2.5 eV interval, so the two forms disagree for them: the momentum form would give an allowed rate about 4.6 times larger. The allowed rate and the ratio quoted in this text refer to the length form. For a real dipole vector $\mathbf d$ the sum over polarizations and directions of $|\boldsymbol\epsilon\cdot\mathbf d|^2$ is $4\pi(1-\tfrac13)|\mathbf d|^2=\tfrac{8\pi}3|\mathbf d|^2$. The golden rule gives

$$A_{E1}=\frac{e^2k^3}{8\pi^2\varepsilon_0\hbar}\times\frac{8\pi}{3}\times\frac23O^2R^2=\frac{2e^2k^3}{9\pi\varepsilon_0\hbar}\,O^2R^2 .$$

Dividing (10) by this result removes $O$ and $R$. For equal photon energies,

$$\frac{A}{A_{E1}}=\frac{3g_s^2}{40}\left(\frac{\mu_Bk}{ec}\right)^2=\frac{3g_s^2}{160}\left(\frac{\hbar\omega}{m_ec^2}\right)^2 ,\tag{11}$$

where $\mu_B/e=\hbar/2m_e$ was used. The size of the atom has disappeared, since in this model, with the same orbitals for singlet and triplet, both amplitudes are proportional to the same dipole integral. The electric amplitude couples $eR$ to the electric field. The magnetic one couples $\mu_BR$ to the gradient of the magnetic field, which is $k/c$ times the electric field. The suppression is therefore the square of the photon energy over the electron rest energy, times a number. For $g_s=2$ that number is $3/40$.

### Worked example

The radial functions are nodeless, $P=\sqrt{(2\zeta)^5/24}\;r^2e^{-\zeta r}$, with $\zeta_g=1.0$, $\zeta_u=1.2$ and $\zeta_p=0.8$ in units of $1/a_0$, where $a_0$ is the Bohr radius. These are round model values and describe no particular atom. The example has no closed shells, since a nodeless $ns$ function could not be orthogonal to a $1s$ shell. The factor $g_s$ is set to 2. The integral of $r^ne^{-Zr}$ is $n!/Z^{n+1}$. With $n=4$ for the overlap and $n=5$ for the dipole integral,

$$O=\frac{(4\zeta_g\zeta_u)^{5/2}}{(\zeta_g+\zeta_u)^5}=\frac{(4.8)^{5/2}}{(2.2)^5}=0.979,$$

$$R=\frac{5(4\zeta_g\zeta_p)^{5/2}}{(\zeta_g+\zeta_p)^6}\,a_0=\frac{5(3.2)^{5/2}}{(1.8)^6}\,a_0=2.693\,a_0 .$$

The product is $OR=2.638\,a_0$. Each upper state then has $\sum|T_{ab}|^2=(2.638)^2a_0^2/6=1.16\,a_0^2$, and the line strength is

$$\mathcal S=5\times4\times(2.638)^2\,\mu_B^2a_0^2=139\,\mu_B^2a_0^2=3.35\times10^{-65}\ \mathrm{A^2\,m^6}.$$

A photon of 2.5 eV has a wavelength of 496 nm and $k=1.267\times10^7\ \mathrm{m^{-1}}$. With the SI values of $\mu_0$ and $\hbar$, equation (10) gives

$$A=\frac{\mu_0(1.267\times10^7\ \mathrm{m^{-1}})^5(3.35\times10^{-65}\ \mathrm{A^2\,m^6})}{300\pi\hbar}=1.38\times10^{-4}\ \mathrm{s^{-1}} .$$

The inverse is 7230 s, or 2.01 h. Setting $O=1$ while keeping $R$ would raise the rate to $1.44\times10^{-4}\ \mathrm{s^{-1}}$. Relaxation of the $ns$ orbital thus lowers it by the factor $O^2$, about 4 per cent.

The long-wavelength step can be avoided by keeping the full exponential and integrating numerically over electron positions and photon directions. The resulting rate differs from (10) by $1.2\times10^{-6}$, relative to (10). This is the expected order, since $(ka_0)^2=(6.70\times10^{-4})^2=4.5\times10^{-7}$ and the orbitals extend over a few Bohr radii. The same sum over photon directions and polarizations, applied to the length-form dipole elements without the exponential, gives the allowed rate $7.70\times10^7\ \mathrm{s^{-1}}$ for $^1P_1$. The ratio of the two rates is $1.80\times10^{-12}$, in agreement with (11), and this answers the second question raised by the opening numbers.

### Where the result stops holding

The two hours are a partial lifetime. Decay to lower levels of the same triplet, where energetically open, and collisions shorten the life of $^3P_2$ without changing $A$. In the model of Lemma 1, $^3P_2$ lies 0.105 eV above the lower $J=1$ level. The magnetic dipole decay across this interval has a rate of about $8\times10^{-3}\ \mathrm{s^{-1}}$, some sixty times $A$, and would limit the life of the level to about two minutes.

Hyperfine interaction or an external field can mix $J=2$ with $J=1$. The states mixed in this way can acquire a dipole amplitude through the singlet component of $J=1$. By (11), a $^1P_1$ weight of about $1.8\times10^{-12}$ is enough to equal the rate found here at 2.5 eV. In a uniform magnetic field along $z$ the states $M=\pm2$ stay unmixed within nsnp, because no $J=1$ state has that $M$. The ratio (11) needs the same $O^2R^2$ in both lines, which real atoms do not provide. The $np$ orbital differs between singlet and triplet, and other configurations enter the two amplitudes differently. In a configuration-interaction calculation for the two valence electrons with a frozen core, the quantity that takes the place of $O^2R^2$ is larger for the M2 line than for the allowed line by a factor of about 1.5 in He and 1.7 in Be and Mg, and these factors move by up to 0.04 between basis sets. For such atoms (11) gives the order of magnitude of the suppression, not its prefactor. Mixing with other configurations is also outside the theorem. For example, npnd has odd parity and contains a singlet with $J=2$, so Lemma 1 does not extend to it.

Relativistic spin-orbit coupling adds another radiative term. Replacing $\mathbf p$ by $\mathbf p+e\mathbf A$ in $\xi(r)\,\mathbf s\cdot(\mathbf r\times\mathbf p)$ produces $e\xi\,\mathbf A\cdot(\mathbf s\times\mathbf r)$. For a uniform $\mathbf A$ this is an operator of rank 1, and it cannot join $J=2$ to $J=0$.

Finally, the leading term requires that $R$ not be accidentally small. Valence orbitals with nodes can give contributions of opposite sign to $\int P_g\,r\,P_p\,dr$. If these cancel almost completely, the neglected terms may no longer be small beside the term kept here. For the terms of relative order $(kr)^2$, at the photon energy of the example, this requires a remainder of about a millionth of the separate contributions. Relativistic corrections to the orbitals, which are not treated here, may set a different limit.
